# Andreev levels and supercurrent in a long ballistic SNS junction: a program that tests the result

```python
# Result under test: a long, clean, one-channel SNS junction has Andreev levels
#   E = (hbar v / 2L) [2 pi (n + 1/2) -+ phi]
# and carries I = (e v / L) phi/pi at T=0, |phi|<pi, thermally rounded at T>0.
# v: Fermi velocity, L: normal length, gap: lead pair potential,
# phi: left minus right phase, xi = hbar v/gap, ratio = xi/L,
# tau = T/T_L, k_B T_L = hbar v/(2 pi L). Reduced currents are I/(e v/L).
# The independent reference is a tight-binding Bogoliubov-de Gennes chain.
import numpy as np
from scipy.constants import hbar, e, k as k_B
from scipy.integrate import quad
from scipy.linalg import eigh, eigvalsh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

pi = np.pi


def current_zero_temperature(phi, ratio):
    def integrand(x):
        return np.sin(phi) / (np.cos(phi) + np.cosh(
            x + 2 * np.arcsinh(x * ratio / 2)))
    return quad(integrand, 0, 60, epsabs=1e-11, limit=200)[0] / pi


def current_matsubara(phi, tau, ratio):
    x = tau * np.arange(1, int(60 / tau) + 3, 2)
    argument = x + 2 * np.arcsinh(x * ratio / 2)
    return 2 * tau / pi * np.sum(
        np.sin(phi) / (np.cos(phi) + np.cosh(argument)))


def current_harmonics(phi, tau):
    k = np.arange(1, int(60 / tau) + 2)
    return 2 * tau / pi * np.sum(
        (-1.0) ** (k + 1) * np.sin(k * phi) / np.sinh(k * tau))


def current_levels(phi, tau):
    n = np.arange(80)
    minus = pi / tau * (2 * pi * (n + 0.5) - phi)
    plus = pi / tau * (2 * pi * (n + 0.5) + phi)
    return phi / pi - 2 * np.sum(expit(-minus) - expit(-plus))


def bound_levels(phi, ratio):
    """Positive subgap levels E/gap and branch sign (+1: right mover)."""
    found = []
    for sign in (1, -1):
        for n in range(-2, int(1 / (pi * ratio)) + 4):
            def mismatch(x):
                return (2 * x / ratio - 2 * np.arccos(x)
                        + sign * phi - 2 * pi * n)
            if mismatch(0.0) < 0 < mismatch(1.0):
                found.append((brentq(mismatch, 0.0, 1.0), sign))
    return sorted(found)


# Lattice reference: hopping = lattice spacing = hbar = 1, half filling, v = 2.
n_normal, n_lead, lattice_gap = 240, 120, 0.1
lattice_ratio = 2 / lattice_gap / n_normal
lattice_unit = 2 / n_normal


def chain(phi, barrier=0.0):
    size = n_normal + 2 * n_lead
    h = -np.eye(size, k=1) - np.eye(size, k=-1)
    h[size // 2, size // 2] = barrier
    pair = np.zeros(size, complex)
    pair[:n_lead] = lattice_gap * np.exp(0.5j * phi)
    pair[-n_lead:] = lattice_gap * np.exp(-0.5j * phi)
    return np.block([[h, np.diag(pair)], [np.diag(pair.conj()), -h]])


def bond_current(energies, states, thermal_energy):
    if thermal_energy == 0:
        occupation = (energies < 0).astype(float)
    else:
        occupation = expit(-energies / thermal_energy)
    j = n_lead + n_normal // 2
    coherence = np.sum(occupation * states[j + 1].conj() * states[j])
    # two spins, electron charge -e
    return 4 * coherence.imag / lattice_unit


# The sharp lattice interface has normal reflection amplitude about
# gap/(2 hopping) = 0.05; two interfaces can change results by about 1 percent.
lattice_rows = []
for phi in (0.3 * pi, 0.6 * pi):
    energies, states = eigh(chain(phi))
    lowest = energies[energies > 0][:4]
    predicted = lattice_gap * np.array(
        [level for level, _ in bound_levels(phi, lattice_ratio)[:4]])
    assert np.allclose(lowest, predicted, rtol=0.02)
    cold = bond_current(energies, states, 0)
    warm = bond_current(energies, states, lattice_unit / (2 * pi))
    cold_formula = current_zero_temperature(phi, lattice_ratio)
    warm_formula = current_matsubara(phi, 1.0, lattice_ratio)
    assert abs(cold / cold_formula - 1) < 0.025
    assert abs(warm / warm_formula - 1) < 0.025
    lattice_rows.append((phi / pi, cold, cold_formula, warm, warm_formula))

# The bond current must equal (2e/hbar) times the energy's phase derivative.
step = 0.02
ground = [-0.5 * np.sum(np.abs(eigvalsh(chain(0.6 * pi + s * step))))
          for s in (-1, 1)]
derivative_current = (ground[1] - ground[0]) / step / lattice_unit
assert abs(derivative_current / lattice_rows[1][1] - 1) < 2e-3

# Backscattering must open a gap at phase pi.
level_unit = lattice_unit / 2
clean_gap = np.min(np.abs(eigvalsh(chain(pi)))) / level_unit
barrier_gap = np.min(np.abs(eigvalsh(chain(pi, 2.0)))) / level_unit
assert barrier_gap > 3 * clean_gap

# Sawtooth integral, three thermal representations, and long-junction limit.
for phi in (0.2 * pi, 0.5 * pi, 0.9 * pi):
    assert abs(current_zero_temperature(phi, 0) - phi / pi) < 1e-8
    for tau in (0.2, 1.0, 3.0):
        reference = current_matsubara(phi, tau, 0)
        assert abs(reference - current_harmonics(phi, tau)) < 1e-9
        assert abs(reference - current_levels(phi, tau)) < 1e-9
for ratio in (0.1, 0.05, 0.01):
    corrected = 0.5 / (1 + ratio)
    assert abs(current_zero_temperature(pi / 2, ratio) / corrected - 1) < (
        2 * ratio ** 3 + 1e-8)

# Worked example with round model parameters.
velocity, length, gap = 3e5, 4e-6, 1e-3 * e
xi = hbar * velocity / gap
ratio = xi / length
T_L = hbar * velocity / (2 * pi * length * k_B)
unit_nA = e * velocity / length * 1e9
level_ueV = hbar * velocity / (2 * length) / e * 1e6
phi = pi / 2
levels = bound_levels(phi, ratio)
ideal_levels = level_ueV * np.array([pi - phi, pi + phi])
finite_levels = np.array([levels[0][0], levels[1][0]]) * gap / e * 1e6
assert np.allclose(finite_levels, ideal_levels / (1 + ratio), rtol=1e-3)
bound_current = sum(sign / (1 + ratio / np.sqrt(1 - x * x))
                    for x, sign in levels)
total_current = current_zero_temperature(phi, ratio)
assert abs(bound_current - total_current) > 0.2

print("LATTICE CHECK, currents in units of e v/L")
print(f"normal sites {n_normal}, xi/L = {lattice_ratio:.4f}")
for row in lattice_rows:
    print("phi/pi %.1f: T=0 lattice %.4f, formula %.4f; "
          "T=T_L lattice %.4f, formula %.4f" % row)
print(f"T=0 current from energy derivative, phi=0.6 pi: "
      f"{derivative_current:.4f}")
print(f"lowest level at phi=pi, clean chain: {clean_gap:.4f} hbar v/(2L)")
print(f"same with barrier of 2 hoppings: {barrier_gap:.4f} hbar v/(2L)")
print("WORKED EXAMPLE")
print(f"Fermi velocity: {velocity:.3e} m/s")
print(f"normal length: {length * 1e6:.3f} micrometre")
print(f"lead gap: {gap / e * 1e3:.3f} meV")
print(f"coherence length xi: {xi * 1e6:.4f} micrometre")
print(f"xi/L: {ratio:.5f}")
print(f"level scale hbar v/(2L): {level_ueV:.3f} microeV")
print(f"spacing within one branch: {2 * pi * level_ueV:.3f} microeV")
print(f"thermal scale T_L: {T_L * 1e3:.3f} mK")
print(f"sawtooth amplitude e v/L: {unit_nA:.4f} nA")
print("lowest levels at phi=pi/2, long limit: %.3f, %.3f microeV"
      % tuple(ideal_levels))
print("lowest levels at phi=pi/2, finite gap: %.3f, %.3f microeV"
      % tuple(finite_levels))
print(f"number of positive bound levels at phi=pi/2: {len(levels)}")
print(f"T=0 current at pi/2, long limit: {unit_nA / 2:.4f} nA")
print(f"T=0 current at pi/2, finite gap: {total_current * unit_nA:.4f} nA")
print(f"T=0 bound-level part at pi/2: {bound_current * unit_nA:.4f} nA")
print(f"T=0 continuum part at pi/2: "
      f"{(total_current - bound_current) * unit_nA:.4f} nA")

print("THERMAL ROUNDING: long limit unless finite gap is stated")
for temperature in (0.01, 0.05, 0.1, 0.2, 0.4):
    tau = temperature / T_L
    best = minimize_scalar(lambda p: -current_levels(p, tau),
                           bounds=(0.1, pi - 1e-6), method="bounded",
                           options={"xatol": 1e-10})
    critical = -best.fun
    at_half_pi = current_levels(phi, tau)
    finite = current_matsubara(phi, tau, ratio)
    # Replacing L by L+xi rescales both the current unit and T_L.
    shifted = current_levels(phi, tau * (1 + ratio)) / (1 + ratio)
    assert abs(finite / shifted - 1) < 0.01
    print(f"T={temperature * 1e3:.0f} mK, T/T_L={tau:.4f}: "
          f"I_c={critical * unit_nA:.4f} nA at phi/pi={best.x / pi:.4f}")
    print(f"  I(pi/2)={at_half_pi * unit_nA:.4f} nA; "
          f"finite gap {finite * unit_nA:.4f} nA; "
          f"L+xi estimate {shifted * unit_nA:.4f} nA")
    if temperature <= 0.1:
        q = pi ** 2 / (2 * tau)
        low = np.sqrt(1 - 1 / q) - np.arccosh(np.sqrt(q)) / q
        assert abs(low / critical - 1) < 1e-4
        print(f"  low-temperature I_c formula: {low * unit_nA:.4f} nA")
    if temperature == 0.4:
        high = 8 * e * k_B * temperature / hbar * np.exp(-tau) * 1e9
        assert abs(high / (critical * unit_nA) - 1) < 0.01
        print(f"  high-temperature I_c formula: {high:.4f} nA")

print("all tests passed")
```

Running it gives:

```
LATTICE CHECK, currents in units of e v/L
normal sites 240, xi/L = 0.0833
phi/pi 0.3: T=0 lattice 0.2761, formula 0.2770; T=T_L lattice 0.2730, formula 0.2738
phi/pi 0.6: T=0 lattice 0.5509, formula 0.5539; T=T_L lattice 0.5044, formula 0.5069
T=0 current from energy derivative, phi=0.6 pi: 0.5509
lowest level at phi=pi, clean chain: 0.0922 hbar v/(2L)
same with barrier of 2 hoppings: 1.4499 hbar v/(2L)
WORKED EXAMPLE
Fermi velocity: 3.000e+05 m/s
normal length: 4.000 micrometre
lead gap: 1.000 meV
coherence length xi: 0.1975 micrometre
xi/L: 0.04937
level scale hbar v/(2L): 24.683 microeV
spacing within one branch: 155.088 microeV
thermal scale T_L: 91.175 mK
sawtooth amplitude e v/L: 12.0163 nA
lowest levels at phi=pi/2, long limit: 38.772, 116.316 microeV
lowest levels at phi=pi/2, finite gap: 36.948, 110.833 microeV
number of positive bound levels at phi=pi/2: 14
T=0 current at pi/2, long limit: 6.0082 nA
T=0 current at pi/2, finite gap: 5.7257 nA
T=0 bound-level part at pi/2: 1.3309 nA
T=0 continuum part at pi/2: 4.3948 nA
THERMAL ROUNDING: long limit unless finite gap is stated
T=10 mK, T/T_L=0.1097: I_c=11.1901 nA at phi/pi=0.9424
  I(pi/2)=6.0082 nA; finite gap 5.7257 nA; L+xi estimate 5.7255 nA
  low-temperature I_c formula: 11.1901 nA
T=50 mK, T/T_L=0.5484: I_c=8.9752 nA at phi/pi=0.8041
  I(pi/2)=6.0052 nA; finite gap 5.7214 nA; L+xi estimate 5.7212 nA
  low-temperature I_c formula: 8.9752 nA
T=100 mK, T/T_L=1.0968: I_c=6.9003 nA at phi/pi=0.6923
  I(pi/2)=5.7440 nA; finite gap 5.4154 nA; L+xi estimate 5.4152 nA
  low-temperature I_c formula: 6.9003 nA
T=200 mK, T/T_L=2.1936: I_c=3.8357 nA at phi/pi=0.5699
  I(pi/2)=3.7438 nA; finite gap 3.3594 nA; L+xi estimate 3.3592 nA
T=400 mK, T/T_L=4.3872: I_c=0.8350 nA at phi/pi=0.5079
  I(pi/2)=0.8347 nA; finite gap 0.6725 nA; L+xi estimate 0.6722 nA
  high-temperature I_c formula: 0.8347 nA
all tests passed
```
